\section*{Bernal Multilayer Graphene as Independent Bilayers, and the Graphite Dispersion, part 1}

(Sections cited here and not found follow in the second part.)

\section{Part I: From a film to independent bilayers}

\subsection{Three layers}

Stack three graphene layers so that the first and third lie directly above each other and the middle one is shifted. Each layer $l$ has two atoms per cell, $A_l$ and $B_l$. The shift puts $A_2$ between $B_1$ and $B_3$ on one vertical line. The atoms $A_1$, $B_2$ and $A_3$ have no atom of an adjacent layer directly above or below them.

Give each atom one orbital with energy zero. At a fixed in-plane wave vector, let $\phi$ be the matrix element $\langle A_l|H|B_l\rangle$ within a layer, and let $\gamma_1$ be the real hopping between vertical neighbours. Then
\begin{align}
H|A_1\rangle&=\phi^*|B_1\rangle, & H|B_1\rangle&=\phi|A_1\rangle+\gamma_1|A_2\rangle,\\
H|A_3\rangle&=\phi^*|B_3\rangle, & H|B_3\rangle&=\phi|A_3\rangle+\gamma_1|A_2\rangle,\\
H|B_2\rangle&=\phi|A_2\rangle, & H|A_2\rangle&=\phi^*|B_2\rangle+\gamma_1\bigl(|B_1\rangle+|B_3\rangle\bigr).
\end{align}
The outer layers are mirror images of each other, which suggests the combinations
\begin{equation}
|A_\pm\rangle=\frac{|A_1\rangle\pm|A_3\rangle}{\sqrt2},\qquad
|B_\pm\rangle=\frac{|B_1\rangle\pm|B_3\rangle}{\sqrt2}.
\end{equation}
In the minus combination the two hops to $A_2$ cancel:
\begin{equation}
H|B_-\rangle=\phi|A_-\rangle+\frac{\gamma_1-\gamma_1}{\sqrt2}|A_2\rangle=\phi|A_-\rangle,
\qquad H|A_-\rangle=\phi^*|B_-\rangle .
\end{equation}
These are the equations of a single layer. In the plus combination the hops add:
\begin{equation}
H|B_+\rangle=\phi|A_+\rangle+\frac{2\gamma_1}{\sqrt2}|A_2\rangle
=\phi|A_+\rangle+\sqrt2\,\gamma_1|A_2\rangle .
\end{equation}
Together with $A_2$ and $B_2$, the plus states obey the equations of a bilayer whose vertical hopping is $\sqrt2\,\gamma_1$. The six states have split into a monolayer and a bilayer.

For more layers this is not enough. A film with an even number of layers has no such mirror plane, and for an odd number the mirror gives only two classes of states, while five layers will already turn out to split into three blocks. The property that generalizes is that hopping up and hopping down are equal, so that standing waves across the film can do the work of the plus and minus combinations.

\subsection{Geometry and Bloch phases}

Let $a$ be the in-plane lattice constant and take
\begin{equation}
\mathbf a_1=a(1,0),\qquad
\mathbf a_2=a\left(\tfrac12,\tfrac{\sqrt3}{2}\right),\qquad
\boldsymbol\tau=\tfrac13(\mathbf a_1+\mathbf a_2)
=a\left(\tfrac12,\tfrac1{2\sqrt3}\right).
\end{equation}
In odd layers, $A$ sits at $\mathbf 0$ and $B$ at $\boldsymbol\tau$. In even layers, $A$ sits at $\boldsymbol\tau$ and $B$ at $2\boldsymbol\tau$. This is Bernal stacking: the in-plane positions repeat after two layers, and $B$ of an odd layer is vertically aligned with $A$ of an even layer. These aligned atoms form vertical chains and will be called chain atoms.

The Bloch states carry the phase of the actual atomic position. A matrix element between atoms $X$ and $Y$ is then the sum of hopping amplitudes times $e^{i\mathbf k\cdot\mathbf r}$, where $\mathbf r$ is the in-plane displacement from $X$ to $Y$. A vertical hop has $\mathbf r=0$ and therefore no phase. The three in-plane displacements from an $A$ atom to its nearest $B$ atoms are
\begin{equation}
\boldsymbol\delta_1=\boldsymbol\tau,\qquad
\boldsymbol\delta_2=\boldsymbol\tau-\mathbf a_1,\qquad
\boldsymbol\delta_3=\boldsymbol\tau-\mathbf a_2 .
\end{equation}
They are the same in odd and even layers, because the shift moves both atoms of a layer together. With in-plane hopping $-\gamma_0$,
\begin{equation}
\phi(\mathbf k)=-\gamma_0f(\mathbf k),\qquad
f(\mathbf k)=\sum_{i=1}^{3}e^{i\mathbf k\cdot\boldsymbol\delta_i}.
\end{equation}

The model assumes orthogonal orbitals, equal orbital energies and identical hoppings in all layers. It has no spin-orbit coupling and no interaction beyond what the parameters may represent. The outer layers are not allowed to relax or to acquire a different potential.

\subsection{Standing waves on the open chain}

Number the layers $l=1,\ldots,N$ and define
\begin{equation}
s_j(l)=\sin(\kappa_jl),\qquad \kappa_j=\frac{j\pi}{N+1}.
\label{eq:sine}
\end{equation}
The addition theorem gives
\begin{align}
s_j(l-1)+s_j(l+1)
&=\sin(\kappa_jl)\cos\kappa_j-\cos(\kappa_jl)\sin\kappa_j\notag\\
&\quad+\sin(\kappa_jl)\cos\kappa_j+\cos(\kappa_jl)\sin\kappa_j\notag\\
&=2\cos\kappa_j\,s_j(l).
\label{eq:recurrence}
\end{align}
The film ends at layers 1 and $N$, where one neighbour is missing. Since
\begin{equation}
s_j(0)=0,\qquad s_j(N+1)=\sin(j\pi)=0,
\end{equation}
the missing neighbour would have contributed zero. Equation \eqref{eq:recurrence} therefore holds in the end layers as well. This condition fixes the allowed $\kappa_j$.

If the chain atoms were all that mattered, we could stop here: a chain with hopping $\gamma_1$ has levels $2\gamma_1\cos\kappa_j$, $j=1,\ldots,N$. The in-plane hopping prevents this. Let $d_l$ be the chain atom in layer $l$ and $n_l$ the other one. In an odd layer $n_l=A_l$ and $d_l=B_l$, so $\langle n_l|H|d_l\rangle=\phi$. In an even layer the roles are exchanged and the element is $\phi^*$. Both cases are contained in
\begin{equation}
\langle n_l|H|d_l\rangle=\operatorname{Re}\phi+i(-1)^{l+1}\operatorname{Im}\phi .
\end{equation}
The alternating sign turns one standing wave into another, since
\begin{equation}
s_{N+1-j}(l)=\sin(\pi l-\kappa_jl)=(-1)^{l+1}s_j(l).
\label{eq:partner}
\end{equation}
Thus the in-plane hopping mixes $j$ with $N+1-j$, whose chain energies are opposite. It mixes $j$ with nothing else. The pair can be kept together by using the standing wave separately on odd and on even layers.

\subsection{An orthonormal set of layer waves}

We need the overlaps of these restricted waves. Put $M=N+1$. For $1\le i,j\le N$,
\begin{equation}
\sum_{l=1}^{N}s_is_j
=\frac12\sum_{l=0}^{M-1}
\left[\cos\frac{(i-j)\pi l}{M}-\cos\frac{(i+j)\pi l}{M}\right].
\label{eq:product}
\end{equation}
The term $l=0$ could be added because it vanishes. For an integer $m$ that is not a multiple of $2M$, the geometric series gives
\begin{equation}
\sum_{l=0}^{M-1}\cos\frac{m\pi l}{M}
=\operatorname{Re}\frac{1-(-1)^m}{1-e^{im\pi/M}}
=\frac{1-(-1)^m}{2}.
\end{equation}
The last step uses $1-e^{i\alpha}=-2i\sin(\alpha/2)e^{i\alpha/2}$, which makes the real part of $1/(1-e^{i\alpha})$ equal to $1/2$. The integers $i-j$ and $i+j$ have the same parity, so the two sums in \eqref{eq:product} cancel for $i\ne j$. For $i=j$ the first sum is $M$ and the second is zero. Hence
\begin{equation}
\sum_{l=1}^{N}s_i(l)s_j(l)=\frac{N+1}{2}\delta_{ij}.
\label{eq:fullsum}
\end{equation}
Replacing $s_j$ by its partner \eqref{eq:partner} gives
\begin{equation}
\sum_{l=1}^{N}(-1)^{l+1}s_i(l)s_j(l)=\frac{N+1}{2}\delta_{i,N+1-j}.
\label{eq:altsum}
\end{equation}
Half the sum of \eqref{eq:fullsum} and \eqref{eq:altsum} selects odd layers; half their difference selects even layers:
\begin{align}
\sum_{l\ \mathrm{odd}}s_is_j&=\frac{N+1}{4}\left(\delta_{ij}+\delta_{i,N+1-j}\right),\\
\sum_{l\ \mathrm{even}}s_is_j&=\frac{N+1}{4}\left(\delta_{ij}-\delta_{i,N+1-j}\right).
\end{align}

Restrict $j$ to $1\le j\le(N+1)/2$, so that each pair $(j,N+1-j)$ is represented once. Two indices in this range add up to $N+1$ only if both equal $(N+1)/2$, which requires odd $N$. For every other $j$, the norm squared is $(N+1)/4$ on odd and on even layers alike. At the middle value $\kappa_j=\pi/2$ it is $(N+1)/2$ on odd layers and zero on even layers. The normalized states are therefore
\begin{equation}
|X_{\mathrm o},j\rangle=\nu_j\sum_{l\ \mathrm{odd}}s_j(l)|X_l\rangle,\qquad
|X_{\mathrm e},j\rangle=\nu_j\sum_{l\ \mathrm{even}}s_j(l)|X_l\rangle,
\label{eq:basis}
\end{equation}
with $X=A,B$ and
\begin{equation}
\nu_j=\frac{2}{\sqrt{N+1}}\quad(\kappa_j<\pi/2),\qquad
\nu_j=\sqrt{\frac{2}{N+1}}\quad(\kappa_j=\pi/2).
\end{equation}
The middle mode has no even-layer state. Even $N$ gives $4(N/2)=2N$ states. Odd $N$ gives $4(N-1)/2+2=2N$. Since the states are orthonormal and their number equals the dimension, they form a complete basis. Their coefficients do not depend on $\mathbf k$.

\subsection{The Hamiltonian in the new basis}

In-plane hopping acts identically in all layers, so it leaves the layer wave unchanged:
\begin{equation}
H_{\parallel}|B_{\mathrm o},j\rangle=\phi|A_{\mathrm o},j\rangle,\qquad
H_{\parallel}|A_{\mathrm o},j\rangle=\phi^*|B_{\mathrm o},j\rangle,
\end{equation}
and likewise for even layers. Vertical hopping takes a chain atom $B_l$ in an odd layer to $A_{l-1}$ and $A_{l+1}$, where these exist. Collecting the amplitude arriving at each even layer $m$ gives
\begin{align}
H_{\perp}|B_{\mathrm o},j\rangle
&=\gamma_1\nu_j\sum_{m\ \mathrm{even}}\left[s_j(m-1)+s_j(m+1)\right]|A_m\rangle\notag\\
&=2\gamma_1\cos\kappa_j\,|A_{\mathrm e},j\rangle .
\label{eq:vertical}
\end{align}
If $m=N$, the term $s_j(N+1)$ belongs to no atom, but it is zero. The reverse hop has the same real amplitude, because $H$ is Hermitian.

In the order $(A_{\mathrm o},B_{\mathrm o},A_{\mathrm e},B_{\mathrm e})$, each $j\le N/2$ thus gives
\begin{equation}
H_j=\begin{pmatrix}
0&\phi&0&0\\
\phi^*&0&\lambda_j&0\\
0&\lambda_j&0&\phi\\
0&0&\phi^*&0
\end{pmatrix},\qquad
\lambda_j=2\gamma_1\cos\frac{j\pi}{N+1}.
\label{eq:block}
\end{equation}
There is no element between different $j$. For $N=2$ the one coupling is $2\gamma_1\cos60^\circ=\gamma_1$, so \eqref{eq:block} is the ordinary bilayer. For larger $N$ it is the bilayer Hamiltonian with $\gamma_1$ replaced by $\lambda_j$. For odd $N$ the middle mode has only $A_{\mathrm o}$ and $B_{\mathrm o}$, and $\cos\kappa_j=0$. It gives the monolayer
\begin{equation}
H_{\mathrm{mono}}=\begin{pmatrix}0&\phi\\ \phi^*&0\end{pmatrix}.
\end{equation}
This is the decomposition: $\lfloor N/2\rfloor$ bilayers, and one monolayer if $N$ is odd. It holds at every $\mathbf k$ in this model, and not merely near the corners of the Brillouin zone.

For $N>2$ these bilayers are not pairs of adjacent layers. Each is a pattern spread over the film. Its coupling can exceed $\gamma_1$ because a chain atom inside the film has two vertical neighbours, but it stays below $2\gamma_1$.

Since the basis is independent of $\mathbf k$, the in-plane velocity operator $\hbar^{-1}\partial H/\partial\mathbf k$ has the same blocks as $H$. In this model a uniform in-plane electric field that acts equally on all layers therefore causes no transition between different blocks.

\subsection{Skew hopping between adjacent layers}

The vertical hop is the shortest one between adjacent layers, but the argument covers longer ones. Let $W$ contain the hopping elements from an odd layer (rows $A,B$) to an adjacent even layer (columns $A,B$). Since layers $l-1$ and $l+1$ have identical in-plane positions, the same $W$ applies upward and downward. The sum in \eqref{eq:vertical} then produces the factor $2\cos\kappa_j$ for every element:
\begin{equation}
H_j=\begin{pmatrix}h&2\cos\kappa_j\,W\\2\cos\kappa_j\,W^\dagger&h\end{pmatrix},
\qquad h=\begin{pmatrix}0&\phi\\ \phi^*&0\end{pmatrix}.
\end{equation}

The next shortest hops have in-plane length $a/\sqrt3$. From $A$ in an odd layer to $B$ in an even layer the displacement is $2\boldsymbol\tau$ plus a lattice vector. Because $3\boldsymbol\tau$ is a lattice vector, the three shortest displacements are $-\boldsymbol\delta_i$, and their phase sum is $f^*$. From $A$ to $A$, or from $B$ to $B$, they are $+\boldsymbol\delta_i$, with phase sum $f$. With amplitudes $-\gamma_3$ and $\gamma_4$,
\begin{equation}
W=\begin{pmatrix}\gamma_4f&-\gamma_3f^*\\ \gamma_1&\gamma_4f\end{pmatrix}.
\label{eq:W}
\end{equation}
The signs define the parameters and play no role in the decomposition. All three hoppings acquire the same factor $2\cos\kappa_j$, and all drop out of the monolayer. The numerical check tests the block form, with and without skew hopping, against Hamiltonians built from atomic positions for $N=2$ to $9$.

\section{Part II: Bands and the passage to graphite}

\subsection{Symbols and results carried over}

The film has $N$ layers, in-plane element $\phi=-\gamma_0f(\mathbf k)$ and vertical hopping $\gamma_1$. Chain atoms are $B$ in odd layers and $A$ in even layers. Standing waves $s_j(l)=\sin(\kappa_jl)$, with $\kappa_j=j\pi/(N+1)$, are taken separately on odd and even layers with norm factor $\nu_j$. They split the film into the bilayer blocks \eqref{eq:block} with $\lambda_j=2\gamma_1\cos\kappa_j$, $j=1,\ldots,\lfloor N/2\rfloor$. For odd $N$ a monolayer with $\kappa=\pi/2$ is added. Skew hopping is set to zero below unless it is mentioned.

\subsection{Bands of one block}

Drop the index $j$ and write an eigenvector of \eqref{eq:block} as $(u_1,u_2,u_3,u_4)$. Its equations are
\begin{align}
Eu_1&=\phi u_2, & Eu_2&=\phi^*u_1+\lambda u_3,\\
Eu_3&=\lambda u_2+\phi u_4, & Eu_4&=\phi^*u_3 .
\end{align}
Multiply the second and third equations by $E$ and insert the first and fourth:
\begin{equation}
(E^2-|\phi|^2)u_2=\lambda Eu_3,\qquad
(E^2-|\phi|^2)u_3=\lambda Eu_2 .
\end{equation}
Adding and subtracting these gives
\begin{equation}
(E^2-\lambda E-|\phi|^2)(u_2+u_3)=0,\qquad
(E^2+\lambda E-|\phi|^2)(u_2-u_3)=0 .
\end{equation}
For $\phi\ne0$, $u_2$ and $u_3$ cannot both vanish: the second and third original equations would then force $u_1=u_4=0$ too. At least one quadratic factor must be zero, so
\begin{equation}
E=\pm\frac{\lambda}{2}\pm'\sqrt{\frac{\lambda^2}{4}+|\phi|^2},
\label{eq:bands}
\end{equation}
with independent signs. For $\lambda>0$ these are four different values. Each is an eigenvalue, since one may choose $u_2=\pm u_3$ and obtain $u_1$ and $u_4$ by division by $E\ne0$. The cases $\phi=0$ and $\lambda=0$ follow by continuity.

The zone corner $K$ is at $\mathbf k=(4\pi/3a,0)$. There the phases $\mathbf k\cdot\boldsymbol\delta_i$ are $2\pi/3$, $-2\pi/3$ and $0$, so $f=0$. Displace the wave vector by a small $\mathbf q$ and expand to first order. With $\omega=e^{2\pi i/3}$,
\begin{align}
f&\simeq i\left[\frac{aq_x}{2}(\omega-\omega^*)
+\frac{aq_y}{\sqrt3}\left(\frac{\omega+\omega^*}{2}-1\right)\right]\notag\\
&=i\,\frac{\sqrt3a}{2}(iq_x-q_y)
=-\frac{\sqrt3a}{2}(q_x+iq_y).
\end{align}
Therefore
\begin{equation}
\phi\simeq\hbar v(q_x+iq_y),\qquad v=\frac{\sqrt3a\gamma_0}{2\hbar}.
\end{equation}
The monolayer has the linear bands $E=\pm\hbar vq$. For a bilayer block, the positive low band can be rewritten by multiplying with the conjugate sum:
\begin{equation}
E=\sqrt{\frac{\lambda^2}{4}+|\phi|^2}-\frac{\lambda}{2}
=\frac{|\phi|^2}{\sqrt{\lambda^2/4+|\phi|^2}+\lambda/2}
\simeq\frac{|\phi|^2}{\lambda}.
\label{eq:low}
\end{equation}
The approximation requires $|\phi|\ll\lambda/2$. Comparison with $\hbar^2q^2/(2m)$ gives
\begin{equation}
m_j=\frac{\lambda_j}{2v^2}.
\label{eq:mass}
\end{equation}
A weaker effective coupling gives a lighter mass, but also a smaller energy range in which the band is parabolic. Skew hopping changes the low bands near $K$, so \eqref{eq:mass} belongs to the model with $\gamma_3=\gamma_4=0$.

Within the adjacent-layer model, the film has been split into independent bilayers, plus one monolayer for odd $N$, and the bands and low-energy masses of these blocks have been found without skew hopping. It remains to work through five layers, to relate the blocks to the bands of graphite and to a surface term in the sum of levels, and to see which further terms mix the blocks.
